# The Jastrow-Transformed Hamiltonian: Termination, Hermiticity and Storage

When two electrons of opposite spin meet, their Coulomb repulsion diverges while the total energy stays finite. The wave function compensates with a kink: it varies linearly in the interelectronic distance near contact. A finite sum of products of smooth orbitals has no such kink and can only approximate it with many terms. One remedy is to write the wave function as $\Psi=e^{\tau}\Phi$, where $\tau$ contains the kink, and to let the orbitals describe the smoother $\Phi$. The factor $e^\tau$ can then be moved into the Hamiltonian. We ask which operators this creates, whether their number is finite, and what it costs to store them.

## The transformed problem

We use Hartree atomic units. For $N$ electrons,

$$H=\sum_i\left[-\tfrac12\nabla_i^2+v(\mathbf r_i)\right]+\sum_{i<j}\frac1{r_{ij}},\qquad \tau=\sum_{i<j}u(\mathbf r_i,\mathbf r_j). \tag{1}$$

The function $u$ is real, symmetric in its arguments, bounded, and dependent on positions alone. It may have a kink at $r_{ij}=0$, provided its gradient stays bounded. Its Laplacian may then diverge as $1/r_{ij}$ but contains no delta function, because the flux of a bounded gradient through a sphere of radius $r$ vanishes as $r^2$.

Inserting $\Psi=e^\tau\Phi$ in $H\Psi=E\Psi$ and multiplying by $e^{-\tau}$ gives

$$\bar H\Phi=E\Phi,\qquad \bar H=e^{-\tau}He^{\tau}. \tag{2}$$

Since $\tau$ is bounded, $\Phi$ is square integrable when $\Psi$ is, and conversely. Since $\tau$ is symmetric under exchange of electrons, $\Phi$ keeps the antisymmetry of $\Psi$. The bound-state energies of $H$ and $\bar H$ therefore agree.

## Why the series stops

Introduce a strength $t$ and define $F(t)=e^{-t\tau}He^{t\tau}$, so that $F(0)=H$ and $F(1)=\bar H$. Differentiating both exponentials,

$$F'(t)=e^{-t\tau}(H\tau-\tau H)e^{t\tau}=e^{-t\tau}[H,\tau]e^{t\tau}. \tag{3}$$

Each further derivative adds one commutator with $\tau$ in the same way. The potentials in $H$ are multiplicative and commute with $\tau$, so only the kinetic energy contributes. Acting on a function $f$, the product rule gives

$$\nabla_i^2(\tau f)=(\nabla_i^2\tau)f+2\nabla_i\tau\cdot\nabla_i f+\tau\nabla_i^2f.$$

Subtracting $\tau\nabla_i^2f$ and multiplying by $-\tfrac12$,

$$[H,\tau]=-\sum_i\left(\tfrac12\nabla_i^2\tau+\nabla_i\tau\cdot\nabla_i\right). \tag{4}$$

The second derivative has become a first derivative. In the next commutator the term $\tfrac12\nabla_i^2\tau$ drops out, since it is multiplicative. For the other term,

$$\nabla_i\tau\cdot\nabla_i(\tau f)-\tau\nabla_i\tau\cdot\nabla_i f=|\nabla_i\tau|^2f,$$

and hence

$$[[H,\tau],\tau]=-\sum_i|\nabla_i\tau|^2. \tag{5}$$

No derivative operator remains. The right side commutes with $\tau$, and the triple commutator is zero.

By (3) and its continuation, $F''(t)=e^{-t\tau}[[H,\tau],\tau]e^{t\tau}$. The exponentials commute with (5) and cancel, so $F''$ does not depend on $t$. Integrating twice from $t=0$,

$$F(t)=H+t[H,\tau]+\frac{t^2}{2}[[H,\tau],\tau]. \tag{6}$$

At $t=1$,

$$\bar H=H-\sum_i\left(\tfrac12\nabla_i^2\tau+\nabla_i\tau\cdot\nabla_i+\tfrac12|\nabla_i\tau|^2\right). \tag{7}$$

This is an identity, with no assumption that $\tau$ is small.

## Where termination fails

The argument used two facts: the kinetic energy is of second order in derivatives, and all else in $H$ is local. Each can fail.

Consider a fourth-order kinetic operator in one coordinate. Every commutator with $\tau$ lowers the derivative order by one. The leading terms of the successive commutators of $\partial^4$ are $4\tau'\partial^3$, $12\tau'^2\partial^2$ and $24\tau'^3\partial$, and the fourth commutator is $24\tau'^4$. The series then stops at fourth order instead of second.

A nonlocal potential, such as a pseudopotential containing projectors, acts through a kernel, $(Vf)(x)=\int k(x,x')f(x')\,dx'$. With the other coordinates held fixed, its first commutator has the kernel $k(x,x')[\tau(x')-\tau(x)]$. Each repetition supplies the same factor, so at order $n$

$$k_n(x,x')=k(x,x')\,[\tau(x')-\tau(x)]^n. \tag{8}$$

This is nonzero at every order wherever $k\neq0$ and the two values of $\tau$ differ. The series converges for bounded $\tau$, but it does not terminate.

The third failure comes from the order of operations. Let $\mathcal P$ project onto a finite basis and let $\mathcal Q=1-\mathcal P$. For the kinetic operator $T$, inserting $\mathcal P=1-\mathcal Q$ between the factors gives

$$[\mathcal PT\mathcal P,\mathcal P\tau\mathcal P]=\mathcal P[T,\tau]\mathcal P-\mathcal PT\mathcal Q\tau\mathcal P+\mathcal P\tau\mathcal QT\mathcal P. \tag{9}$$

The last two terms pass through functions outside the basis, and they spoil the cancellation that led to (5). For two particles in one dimension with six oscillator orbitals each, using the smooth Jastrow function (25) below, the triple commutator of the projected matrices has 0.284 times the norm of the double commutator, in the norm formed from the sum of squared elements. This ratio stays near 0.3 when the basis is enlarged to 10 or 16 orbitals. The violation comes from orbitals near the edge of the basis: within the block of the three lowest orbitals the ratio falls from 0.02 with six orbitals to $4\times10^{-5}$ with ten. The commutators must therefore be evaluated as differential operators first and projected afterwards. Nor would summing the whole matrix series help: a similarity transformation of the projected $H$ leaves the eigenvalues of that matrix unchanged, including their basis error.

## Two-body and three-body parts

Write $u_{ij}=u(\mathbf r_i,\mathbf r_j)$. Then $\nabla_i\tau=\sum_{j\ne i}\nabla_iu_{ij}$. The terms of (7) linear in $\tau$ involve one pair at a time. The quadratic term is a double sum over partners of electron $i$:

$$\tfrac12\sum_i|\nabla_i\tau|^2=\tfrac12\sum_i\sum_{j\ne i}|\nabla_iu_{ij}|^2+\sum_i\sum_{\substack{j<k\\ j,k\ne i}}\nabla_iu_{ij}\cdot\nabla_iu_{ik}. \tag{10}$$

Equal partners give the first sum. Unequal partners occur twice, as $(j,k)$ and $(k,j)$, which cancels the factor $\tfrac12$ in the second. Collecting terms by pairs and triples,

$$\bar H=H-\sum_{i<j}K_{ij}-\sum_{i<j<k}L_{ijk}, \tag{11}$$

$$K_{12}=\tfrac12\left(\nabla_1^2u_{12}+\nabla_2^2u_{12}+|\nabla_1u_{12}|^2+|\nabla_2u_{12}|^2\right)+\nabla_1u_{12}\cdot\nabla_1+\nabla_2u_{12}\cdot\nabla_2, \tag{12}$$

$$L_{123}=\nabla_1u_{12}\cdot\nabla_1u_{13}+\nabla_2u_{21}\cdot\nabla_2u_{23}+\nabla_3u_{31}\cdot\nabla_3u_{32}. \tag{13}$$

The three-body term arises because the kinetic energy of one electron responds to the square of the total gradient of $\tau$, in which the contributions of two partners interfere. It is absent for $N=2$. Its sign depends on the geometry and on $u$. If $u=f(r_{12})$ and the three slopes $f'$ all equal $\tfrac12$, as near three-electron contact, $L$ is $\tfrac14$ times the sum of the cosines of the triangle's angles and lies between $\tfrac14$ and $\tfrac38$. For a slope that decays with distance, as in (17) below, both signs occur.

## Which part is non-Hermitian

Both $H$ and $\tau$ are Hermitian. With $A=[H,\tau]$,

$$A^\dagger=\tau H-H\tau=-A,\qquad [A,\tau]^\dagger=[\tau,A^\dagger]=-[\tau,A]=[A,\tau]. \tag{14}$$

The single commutator is anti-Hermitian and the double commutator is Hermitian. Thus the non-Hermiticity of $\bar H$ lies entirely in the two-body operator $K$, more precisely in

$$C_{12}=\tfrac12(\nabla_1^2u_{12}+\nabla_2^2u_{12})+\nabla_1u_{12}\cdot\nabla_1+\nabla_2u_{12}\cdot\nabla_2. \tag{15}$$

The three-body term $L$ is a real multiplicative function and is Hermitian. Because it is multiplicative, it also has fewer distinct integrals than an operator with derivatives would have, as counted below.

Non-Hermiticity also removes the variational bound. If $H\Psi=E\Psi$, the right eigenfunction of $\bar H$ is $\Phi_R=e^{-\tau}\Psi$. The left one, an eigenfunction of $\bar H^\dagger=e^{\tau}He^{-\tau}$, is $\Phi_L=e^{\tau}\Psi$. A finite basis supplies approximations $\Phi_R+\delta_R$ and $\Phi_L+\delta_L$. Because $(\bar H-E)\Phi_R=0$ and $(\bar H^\dagger-E)\Phi_L=0$, the terms linear in the errors vanish, and the computed eigenvalue obeys

$$E_{\rm basis}-E=\frac{\langle\delta_L|\bar H-E|\delta_R\rangle}{\langle\Phi_L+\delta_L|\Phi_R+\delta_R\rangle}. \tag{16}$$

The error is a product of two different errors. It is small when both are small, but it can have either sign.

## What happens at electron contact

Take $u=f(r)$ with $r=r_{12}$ and

$$f(r)=-\frac{e^{-\gamma r}}{2\gamma},\qquad f'=\tfrac12e^{-\gamma r},\qquad f''=-\tfrac{\gamma}{2}e^{-\gamma r}. \tag{17}$$

This function is bounded and has slope $\tfrac12$ at contact. Both electrons see the same Laplacian, $f''+2f'/r$, and the same squared gradient, $f'^2$. The multiplicative part of $1/r-K_{12}$ is therefore

$$W(r)=\frac1r-f''-\frac{2f'}r-f'^2=\frac{1-e^{-\gamma r}}r+\frac\gamma2e^{-\gamma r}-\frac14e^{-2\gamma r}. \tag{18}$$

As $r\to0$ the first term tends to $\gamma$, so $W(0)=\tfrac32\gamma-\tfrac14$. The Coulomb divergence has been cancelled. For $\gamma=1$ bohr$^{-1}$ the limit is 1.25 hartree, and the value at $r=0.001$ bohr is 1.2495 hartree. At large $r$ the exponentials vanish and $W\to1/r$: the long-range repulsion is untouched.

The derivative part of $-K_{12}$ remains. Its coefficient is bounded, but it depends on the direction from which contact is approached. For a same-spin pair it changes the cusp condition. There $\Phi$ vanishes linearly, $\Phi\simeq\mathbf a\cdot\mathbf r$ with $\mathbf r=\mathbf r_1-\mathbf r_2$. Since $\nabla_1-\nabla_2=2\nabla_{\mathbf r}$, the derivative part gives $-2f'\,\hat{\mathbf r}\cdot\nabla_{\mathbf r}\Phi=-2f'\Phi/r$. The total coefficient of $\Phi/r$ is then $1-2f'(0)-2f'(0)$, which vanishes for $f'(0)=\tfrac14$. A spin-free $u$ with slope $\tfrac12$ overcorrects same-spin pairs. The leftover $-\Phi/r$ is finite, because $\Phi$ itself is linear in $r$.

## Counting the integrals

Let $\varphi_1,\dots,\varphi_M$ be real spatial orbitals. Since $u$ does not involve spin, the spin sums give only Kronecker deltas, and spatial integrals suffice. Define $\rho_{ps}=\varphi_p\varphi_s$. The three-body integrals are

$$L_{pqr}^{stu}=\int\!\!\int\!\!\int\rho_{ps}(\mathbf r_1)\rho_{qt}(\mathbf r_2)\rho_{ru}(\mathbf r_3)\,L_{123}\,d\mathbf r_1d\mathbf r_2d\mathbf r_3. \tag{19}$$

There are $M^6$ index combinations. Because $L_{123}$ contains no derivative operator, the orbitals enter only through the products $\rho$, and $\rho_{ps}=\rho_{sp}$. Bra and ket orbitals can thus be exchanged separately for each electron, which gives $2^3=8$ equivalent arrangements. Relabelling the electrons gives a further factor of $3!=6$, so a generic integral occurs $8\cdot6=48$ times.

Integrals with repeated indices occur less often, so the exact count needs more care. The number of different orbital products is $P=M(M+1)/2$, and an integral is fixed by an unordered choice of three of them, repetition allowed. Three different products can be chosen in $P(P-1)(P-2)/6$ ways, one product twice and another once in $P(P-1)$ ways, and one product three times in $P$ ways. The sum is

$$n_L=\frac P6\left[(P^2-3P+2)+(6P-6)+6\right]=\frac{P(P+1)(P+2)}6. \tag{20}$$

Substituting $P=\tfrac12M^2(1+1/M)$,

$$n_L=\frac{M^6}{48}\left(1+\frac1M\right)^3\left(1+\frac1P\right)\left(1+\frac2P\right)\longrightarrow\frac{M^6}{48}. \tag{21}$$

For the two-body operator the derivatives in (12) distinguish bra from ket. The pair of bra and ket orbitals belonging to one electron is now ordered and has $M^2$ values; exchange of the two electrons is the remaining symmetry. With the Coulomb integrals for comparison,

$$n_K=\frac{M^2(M^2+1)}2,\qquad n_{\rm Coul}=\frac{P(P+1)}2. \tag{22}$$

Their ratio tends to $(M^4/2)/(M^4/8)=4$. Since $1/r_{12}-K_{12}$ can be kept as a single array, the derivative terms cost about a factor of four in two-body storage when each distinct element is stored. The part $C$ changes sign when bra and ket are exchanged for both electrons, so storing it separately from the symmetric rest would lower this factor to about three. The steep cost comes from the Hermitian term $L$.

These counts were tested by computing the integrals by quadrature in a one-dimensional model with generic orbitals and counting the different values. For $M=4$ there are 220 different values among 4096 elements of $L$, 136 among 256 of $K$, and 55 among 256 of the Coulomb array. Formula (20) with $P=10$ gives $10\cdot11\cdot12/6=220$. Complex orbitals would need more storage, because $\varphi_p^*\varphi_s$ and $\varphi_s^*\varphi_p$ are then different functions.

## Avoiding the six-index array

Each term of (13) has one electron at its centre and two partners that are not directly coupled. The partners can be integrated out separately. Define the vector field

$$\mathbf V_{qt}(\mathbf r)=\int\nabla_{\mathbf r}u(\mathbf r,\mathbf r')\,\rho_{qt}(\mathbf r')\,d\mathbf r'. \tag{23}$$

Inserting (13) in (19) then gives, with one term for each choice of central electron,

$$L_{pqr}^{stu}=\int\left[\rho_{ps}\mathbf V_{qt}\cdot\mathbf V_{ru}+\rho_{qt}\mathbf V_{ps}\cdot\mathbf V_{ru}+\rho_{ru}\mathbf V_{ps}\cdot\mathbf V_{qt}\right]d\mathbf r. \tag{24}$$

On a grid of $N_g$ points one stores three components of $\mathbf V$ for each of $P$ products, together with $M$ orbitals: $N_g(3P+M)$ numbers, apart from the quadrature weights. At fixed $N_g$ this grows as $M^2$. If the grid must grow in proportion to $M$, as when a system is enlarged, it grows as $M^3$. The price is a sum over grid points whenever an integral is needed, and a quadrature error.

## Numerical examples

**Three electrons at fixed positions.** Place the electrons at $(0.5,0,0)$, $(0,0.8,0)$ and $(-0.3,-0.4,0.6)$ bohr in the trap $v=\tfrac12r^2$. To make $u$ depend on more than the distance, add $c\,e^{-r_1^2-r_2^2}$ to (17), with $c=0.2$, $\gamma=1$ bohr$^{-1}$ and lengths in bohr. The operator identity holds for any smooth function, so antisymmetry is not needed here. We take $\Phi=\exp(-\sum_i\alpha_ir_i^2)$ with $\alpha=0.4,0.5,0.6$ bohr$^{-2}$. The contributions to $\bar H\Phi/\Phi$, in hartree, are

- $H$ itself: 7.126668
- single commutator: 0.594017
- half the double commutator, two-body part: $-0.034284$
- half the double commutator, three-body part: 0.012488

Their sum is 7.698889 hartree. Applying $e^{-\tau}He^{\tau}$ directly, with derivatives taken by finite differences, gives the same value to all digits shown. In terms of the strength $t$, (6) reads $7.126668+0.594017\,t-0.021796\,t^2$ hartree, where the last coefficient is $-0.034284+0.012488$. A cubic term would appear in the third difference of the directly computed values at $t=-1,0,1,2$. That difference is $5.8\times10^{-10}$ hartree, which is zero within the test's tolerance of $10^{-6}$ hartree.

**Energies with and without the three-body term.** Three same-spin electrons move in one dimension in the trap $\tfrac12x^2$ and repel through $1/\sqrt{1+x_{12}^2}$. The repulsion is smooth, so no cusp is needed, and we choose

$$u=-\tfrac12\,e^{-x_{12}^2/(2w^2)},\qquad w=2\ \text{bohr}. \tag{25}$$

The derivation holds unchanged with one component per gradient. All determinants from the given oscillator orbitals are included. The untransformed $H$ with 18 orbitals gives 6.077934 hartree, which serves as reference; it lies about $3\times10^{-7}$ hartree above the converged energy. Relative to it, the lowest eigenvalue of $\bar H$ deviates by $1.9\times10^{-4}$, $1.4\times10^{-5}$ and $1.3\times10^{-6}$ hartree with 6, 10 and 14 orbitals. Measured from the converged energy, the last deviation is $1.6\times10^{-6}$ hartree. The lowest eigenvalues agree up to a difference that shrinks as the basis grows. This is what (16) leads one to expect when both the left and the right eigenfunction become better approximated. The deviations are positive for these three bases, but no bound enforces this: with four orbitals the eigenvalue lies 0.011 hartree below the exact energy. The untransformed $H$ with 6, 10 and 14 orbitals lies above the converged energy by $2.9\times10^{-4}$, $1.8\times10^{-5}$ and $1.85\times10^{-6}$ hartree, so here $\bar H$ converges only slightly faster. The model has no cusp; it tests the form of $\bar H$, not the gain in convergence for the Coulomb interaction.

Leaving out $L$ with 14 orbitals gives 6.092142 hartree, higher by 0.0142 hartree. This is about 75 times the deviation of the complete $\bar H$ with only six orbitals. With 6, 10 and 14 orbitals the energy without $L$ stays above the exact one by 0.0144, 0.0142 and 0.0142 hartree. In this model, neglecting the three-body term is a change of the Hamiltonian that a larger basis does not repair.

In the 14-orbital basis the norm of $K-K^\dagger$ is 1.999 times the norm of $K$. To read this, split $K=C+S$ with $C$ from (15) and $S$ the Hermitian squared-gradient part. Then $K-K^\dagger=2C$. In the norm formed from the sum of squared elements, symmetric and antisymmetric parts are orthogonal, so the ratio is $2/\sqrt{1+\|S\|^2/\|C\|^2}$. A value this close to 2 means that $\|S\|$ is only a few per cent of $\|C\|$. This measure depends on the basis: $\|S\|/\|C\|$ is 0.11, 0.062 and 0.036 with 3, 6 and 14 orbitals. It does not make $S$ unimportant for the energy, since the expectation value of $C$ in any real function is zero while that of $S$ is not.

**Storage.** Take $M=100$ and 8 bytes per number. Then $P=5050$ and

$$n_L=\frac{5050\cdot5051\cdot5052}{6}=2.148\times10^{10}, \tag{26}$$

which occupies 172 GB, against 8000 GB for the full array. The count exceeds $M^6/48$ by 3.1 per cent, mostly from the factor $(1+1/M)^3$ in (21). The array of $K$ needs 0.40 GB and the Coulomb integrals 0.10 GB. With $N_g=50000$, the factorized form (24) needs $50000\,(15150+100)\cdot8$ bytes, or 6.1 GB.

Doubling $M$ to 200 raises the packed $L$ to about 10800 GB, a factor of 63, while the factorized form on the same grid rises to 24 GB. A memory of 256 GB holds the packed $L$ up to $M=106$. For this grid the factorized form is the smaller from $M=44$ onwards; a finer grid moves that crossing to larger $M$. The full set of values is given in the numerical output below.

## Calculated quantities

```
THREE ELECTRONS IN 3D, FIXED POSITIONS
position 1 (bohr): [0.5 0.  0. ], exponent 0.4 bohr^-2
position 2 (bohr): [0.  0.8 0. ], exponent 0.5 bohr^-2
position 3 (bohr): [-0.3 -0.4  0.6], exponent 0.6 bohr^-2
gamma = 1.0 bohr^-1, c = 0.2, trap frequency = 1 a.u.
tau = -0.267338
bare H phi/phi = 7.126668 hartree
single commutator = 0.594017 hartree
half double commutator, two-body = -0.034284 hartree
half double commutator, three-body = 0.012488 hartree
sum of the four parts = 7.698889 hartree
finite-difference transformed value = 7.698889 hartree
third difference in t = 5.8e-10 hartree
contact remainder at r = 0.001 bohr: 1.24950 hartree
contact limit 3 gamma/2 - 1/4 = 1.25000 hartree
THREE SAME-SPIN ELECTRONS IN 1D TRAP
Jastrow amplitude = 0.5, width = 2.0 bohr
ordinary H, 18 orbitals: E = 6.077934 hartree
transformed H, 6 orbitals: E = 6.078124 hartree, deviation 1.9e-04
transformed H, 10 orbitals: E = 6.077948 hartree, deviation 1.4e-05
transformed H, 14 orbitals: E = 6.077935 hartree, deviation 1.3e-06
transformed H without L, 14 orbitals: E = 6.092142 hartree
shift from omitting L = 0.014207 hartree
relative norm of K minus its adjoint = 1.999
projected matrices, norm triple/double = 0.284
DISTINCT INTEGRALS FOUND BY QUADRATURE
M = 2: L 10 of 64, K 10 of 16, Coulomb 6 of 16
M = 3: L 56 of 729, K 45 of 81, Coulomb 21 of 81
M = 4: L 220 of 4096, K 136 of 256, Coulomb 55 of 256
STORAGE, 8 bytes per number, grid of 50000 points
M = 50: distinct L = 3.4626e+08, ratio to M^6/48 = 1.0637
  full L 125.0 GB, packed L 2.77 GB
  K array 0.0250 GB, Coulomb 0.0065 GB, factorized L 1.55 GB
M = 100: distinct L = 2.1477e+10, ratio to M^6/48 = 1.0309
  full L 8000.0 GB, packed L 171.82 GB
  K array 0.4000 GB, Coulomb 0.1020 GB, factorized L 6.10 GB
M = 200: distinct L = 1.3536e+12, ratio to M^6/48 = 1.0152
  full L 512000.0 GB, packed L 10829.08 GB
  K array 6.4002 GB, Coulomb 1.6161 GB, factorized L 24.20 GB
largest M with packed L within 256 GB = 106
smallest M where factorized storage is smaller = 44
```
